# Emissivity error and the reading of a single-colour pyrometer: a program that tests the result

```python
"""Single-colour pyrometer: temperature error caused by an emissivity error.

Result under test (Wien's approximation):
    1/T_read = 1/T - (lam/c2) * ln(1 + x),   T_read - T ~ (lam*T^2/c2) * x
lam    : wavelength (m)          T      : true wafer temperature (K)
T_read : pyrometer reading (K)   c2     : h*c/k (m K)
x      : relative emissivity error, true emissivity = setting * (1 + x)
The reference side solves the full Planck law numerically for the reading.
"""
import numpy as np
from scipy.constants import h, c, k, zero_Celsius
from scipy.optimize import brentq

c2 = h * c / k


def planck(lam, T):
    """Blackbody spectral radiance, W / (m^2 sr m)."""
    return 2 * h * c**2 / lam**5 / np.expm1(c2 / (lam * T))


def temperature_from(radiance, lam):
    """Blackbody temperature that gives the stated spectral radiance."""
    return brentq(lambda t: np.log(planck(lam, t) / radiance),
                  500.0, 4000.0, xtol=1e-10, rtol=1e-14)


def planck_shift(ratio, lam, T):
    """Reading minus true temperature; ratio = true / set emissivity."""
    return temperature_from(ratio * planck(lam, T), lam) - T


def wien_shift(ratio, lam, T):
    return 1 / (1 / T - lam / c2 * np.log(ratio)) - T


def planck_slope(lam, T, step=1e-3):
    """Numerical derivative of the reading with respect to ln(emissivity)."""
    return (planck_shift(np.exp(step), lam, T)
            - planck_shift(np.exp(-step), lam, T)) / (2 * step)


# Inputs (rough typical values for lamp-heated rapid thermal annealing)
lam = 0.95e-6
T_celsius = 1050.0
T = T_celsius + zero_Celsius
x = 0.10
eps_set = 0.70

# Ideal pyrometer: Wien formula against numerical Planck readings
u = c2 / (lam * T)
a = 1 / u
sensitivity = lam * T**2 / c2
linear = sensitivity * x
second = T * (a**2 - a / 2) * x**2
up, down = wien_shift(1 + x, lam, T), wien_shift(1 - x, lam, T)
up_planck = planck_shift(1 + x, lam, T)
down_planck = planck_shift(1 - x, lam, T)
assert up_planck > 0 > down_planck
# dropping the 1 in Planck's law costs about exp(-u) ~ 1e-5 in relative terms
assert abs(up - up_planck) < 1e-3 and abs(down - down_planck) < 1e-3
assert abs(planck_slope(lam, T) / sensitivity - 1) < 1e-4
assert round(linear) == 12

# Second-order coefficient from the even part of small shifts
small = 0.01
even = (planck_shift(1 + small, lam, T) + planck_shift(1 - small, lam, T)) / 2
assert abs(even / (second * (small / x)**2) - 1) < 1e-3

# Scaling with wavelength and temperature; at the doubled wavelength the
# Wien form itself is off by about 0.3 percent, hence the tolerance
lam_long, T_low = 2 * lam, 1000.0
slope_long = planck_slope(lam_long, T)
slope_low = planck_slope(lam, T_low)
assert abs(slope_long / planck_slope(lam, T) - 2) < 1e-2
assert abs(slope_low / planck_slope(lam, T) / (T_low / T)**2 - 1) < 1e-4

# Closed loop: the reading is held at T, the wafer temperature is off
wafer_high_eps = temperature_from(planck(lam, T) / (1 + x), lam) - T
wafer_low_eps = temperature_from(planck(lam, T) / (1 - x), lam) - T
assert wafer_high_eps < 0 < wafer_low_eps
assert abs(wafer_high_eps - (1 / (1 / T + lam / c2 * np.log(1 + x)) - T)) < 1e-3
assert abs(wafer_low_eps - (1 / (1 / T + lam / c2 * np.log(1 - x)) - T)) < 1e-3

# "10 percent" misread as an absolute change of 0.10
absolute_shift = planck_shift((eps_set + 0.10) / eps_set, lam, T)

# Neglected effect: finite filter width (flat passband, blackbody calibrated)
width = 20e-9
nodes, weights = np.polynomial.legendre.leggauss(20)
band = lam + nodes * width / 2


def band_signal(temp):
    return np.sum(weights * planck(band, temp)) * width / 2


target = (1 + x) * band_signal(T)
up_band = brentq(lambda t: np.log(band_signal(t) / target),
                 500.0, 4000.0, xtol=1e-10, rtol=1e-14) - T
assert abs(up_band - up_planck) < 0.05

# Neglected effect: stray lamp light
T_lamp, stray = 2800.0, 1e-4
lamp_ratio = planck(lam, T_lamp) / planck(lam, T)
stray_shift = temperature_from(
    (eps_set * planck(lam, T) + stray * planck(lam, T_lamp)) / eps_set, lam) - T
assert abs(stray_shift - wien_shift(1 + stray * lamp_ratio / eps_set,
                                    lam, T)) < 1e-3
stray_equal = x * eps_set / lamp_ratio
equal_shift = temperature_from(
    planck(lam, T) + stray_equal * planck(lam, T_lamp) / eps_set, lam) - T
assert abs(equal_shift - up_planck) < 1e-6

# Neglected effect: cold reflecting plate facing the wafer
R = 0.90


def eps_cavity(eps):
    return eps / (1 - R * (1 - eps))


eps_true = eps_set * (1 + x)
for eps in (eps_set, eps_true):
    ray, total = eps, 0.0
    for bounce in range(200):
        total += ray
        ray *= R * (1 - eps)
    assert abs(total - eps_cavity(eps)) < 1e-12
cavity_ratio = eps_cavity(eps_true) / eps_cavity(eps_set)
cavity_shift = planck_shift(cavity_ratio, lam, T)
assert 0 < cavity_shift < up_planck / 2
assert min(stray_shift, up_planck - cavity_shift) > 1.0

print(f"Wavelength: {lam*1e6:.2f} um")
print(f"True temperature: {T:.2f} K ({T_celsius:.0f} C)")
print(f"Second radiation constant c2: {c2*1e6:.1f} um K")
print(f"Relative emissivity error x: {x:.2f}")
print(f"u = c2/(lam T): {u:.3f} (dimensionless)")
print(f"a = lam T/c2: {a:.5f} (dimensionless)")
print(f"exp(-u): {np.exp(-u):.2e} (dimensionless)")
print(f"ln(1+x): {np.log(1+x):.5f}; ln(1-x): {np.log(1-x):.5f}")
print(f"Sensitivity lam T^2/c2: {sensitivity:.1f} K per unit x")
print(f"Sensitivity per percent: {sensitivity/100:.3f} K")
print(f"First-order shift: {linear:.2f} K")
print(f"Second-order term: {second:.3f} K")
print(f"Wien shift, true emissivity 10% above setting: {up:+.2f} K")
print(f"Wien shift, true emissivity 10% below setting: {down:+.2f} K")
print(f"Readings in these two cases: {T+up:.2f} K, {T+down:.2f} K")
print(f"Planck shifts: {up_planck:+.2f} K, {down_planck:+.2f} K")
print(f"Wien minus Planck, 10% above: {(up-up_planck)*1e3:+.3f} mK")
print(f"Wien minus Planck, 10% below: {(down-down_planck)*1e3:+.3f} mK")
print(f"Planck sensitivity at {lam_long*1e6:.2f} um: {slope_long:.1f} K")
print(f"Planck sensitivity at 0.95 um, {T_low:.0f} K: {slope_low:.1f} K")
print(f"Reading held, emissivity 10% above: wafer {wafer_high_eps:+.2f} K")
print(f"Reading held, emissivity 10% below: wafer {wafer_low_eps:+.2f} K")
print(f"Emissivity setting: {eps_set:.2f}; 10% above: {eps_true:.2f}")
print(f"Shift for absolute change +0.10: {absolute_shift:+.2f} K")
print(f"Filter width: {width*1e9:.0f} nm")
print(f"Change of shift by filter width: {(up_band-up_planck)*1e3:+.2f} mK")
print(f"Lamp filament temperature: {T_lamp:.0f} K")
print(f"Lamp/wafer blackbody radiance ratio: {lamp_ratio:.0f}")
print(f"Chosen stray fraction: {stray:.1e}")
print(f"Stray signal / wafer signal: {stray*lamp_ratio/eps_set:.4f}")
print(f"Shift by stray light alone: {stray_shift:+.2f} K")
print(f"Stray fraction equal to 10% emissivity error: {stray_equal:.2e}")
print(f"Plate reflectance: {R:.2f}")
print(f"Effective emissivity at setting: {eps_cavity(eps_set):.4f}")
print(f"Effective emissivity 10% above: {eps_cavity(eps_true):.4f}")
print(f"Relative change of effective emissivity: {cavity_ratio-1:.4f}")
print(f"Shift with reflecting plate: {cavity_shift:+.2f} K")
print("PASS")
```

Printed output:

```
Wavelength: 0.95 um
True temperature: 1323.15 K (1050 C)
Second radiation constant c2: 14387.8 um K
Relative emissivity error x: 0.10
u = c2/(lam T): 11.446 (dimensionless)
a = lam T/c2: 0.08737 (dimensionless)
exp(-u): 1.07e-05 (dimensionless)
ln(1+x): 0.09531; ln(1-x): -0.10536
Sensitivity lam T^2/c2: 115.6 K per unit x
Sensitivity per percent: 1.156 K
First-order shift: 11.56 K
Second-order term: -0.477 K
Wien shift, true emissivity 10% above setting: +11.11 K
Wien shift, true emissivity 10% below setting: -12.07 K
Readings in these two cases: 1334.26 K, 1311.08 K
Planck shifts: +11.11 K, -12.07 K
Wien minus Planck, 10% above: +0.126 mK
Wien minus Planck, 10% below: -0.121 mK
Planck sensitivity at 1.90 um: 230.4 K
Planck sensitivity at 0.95 um, 1000 K: 66.0 K
Reading held, emissivity 10% above: wafer -10.93 K
Reading held, emissivity 10% below: wafer +12.29 K
Emissivity setting: 0.70; 10% above: 0.77
Shift for absolute change +0.10: +15.62 K
Filter width: 20 nm
Change of shift by filter width: +2.23 mK
Lamp filament temperature: 2800 K
Lamp/wafer blackbody radiance ratio: 421
Chosen stray fraction: 1.0e-04
Stray signal / wafer signal: 0.0601
Shift by stray light alone: +6.78 K
Stray fraction equal to 10% emissivity error: 1.66e-04
Plate reflectance: 0.90
Effective emissivity at setting: 0.9589
Effective emissivity 10% above: 0.9710
Relative change of effective emissivity: 0.0126
Shift with reflecting plate: +1.45 K
PASS
```
